\section*{Why Slow Secondary Electrons Leave Sideways from a Fast Primary}

\section{The binary collision}

\textbf{Q:} My simulation of electron-beam exposure treats each ionization as a collision between the fast primary and a free electron at rest. The slow secondaries start almost at right angles to the beam. The primary was moving forward, so why are they not knocked forward?

\textbf{A:} Because a fast primary cannot give an electron much forward momentum without also giving it a lot of energy. To see this, let the primary have momentum $\mathbf p$ and kinetic energy $E=p^2/2m$ before the collision. Afterwards the primary has momentum $\mathbf p_1$. The struck electron has momentum $\mathbf p_2$, kinetic energy $W=p_2^2/2m$, and direction $\theta$ measured from $\mathbf p$. The collision is elastic and nonrelativistic, and no third body takes up momentum.

The primary loses the energy
\begin{equation}
E-\frac{|\mathbf p-\mathbf p_2|^2}{2m}
=\frac{\mathbf p\cdot\mathbf p_2}{m}-\frac{p_2^2}{2m}
=v\,p_{2\parallel}-W ,
\end{equation}
where $v=p/m$ is its speed and $p_{2\parallel}$ is the forward part of $\mathbf p_2$. This loss must equal $W$, so
\begin{equation}
p_{2\parallel}=\frac{2W}{v}.
\label{eq:forward}
\end{equation}
The total momentum of the struck electron is $p_2=\sqrt{2mW}$. As $W$ falls, the forward part falls in proportion to $W$, but the total falls only as $\sqrt W$. What remains must point sideways.

\textbf{Q:} Can you turn that into an angle?

\textbf{A:} Divide the forward part by the total. Since $v=\sqrt{2E/m}$,
\begin{equation}
\cos\theta=\frac{p_{2\parallel}}{p_2}
=\frac{2W}{\sqrt{2E/m}\,\sqrt{2mW}}
=\frac{2W}{2\sqrt{EW}}=\sqrt{\frac WE},
\end{equation}
and therefore
\begin{equation}
\boxed{\cos^2\theta=\frac WE } .
\label{eq:rule}
\end{equation}
The positive root means that a target at rest leaves in the forward hemisphere. The shortfall from a right angle, $\delta=90^\circ-\theta$, obeys $\sin\delta=\sqrt{W/E}$. For $W\ll E$ this is $\delta\approx\sqrt{W/E}$ in radians. The square root makes the approach to $90^\circ$ slow: at $W/E=0.01$ the shortfall is still $5.74^\circ$.

\textbf{Q:} What happens to the primary?

\textbf{A:} Equation (\ref{eq:forward}) can be written as $\mathbf p\cdot\mathbf p_2=p_2^2$, because $p\,p_{2\parallel}=2Wp/v=2mW=p_2^2$. Then
\begin{equation}
\mathbf p_1\cdot\mathbf p_2=(\mathbf p-\mathbf p_2)\cdot\mathbf p_2
=p_2^2-p_2^2=0 .
\end{equation}
When both electrons are moving afterwards, their paths are perpendicular. They lie on opposite sides of the original direction, since their transverse momenta must cancel. The primary is thus deflected by $\delta$.

The electrons are identical, so I call the slower one the secondary. This means $W\le E/2$ and $\theta\ge45^\circ$. At $W=E/2$ both electrons leave at $45^\circ$.

There is also a geometrical picture. Using $\mathbf p\cdot\mathbf p_2=p_2^2$,
\begin{equation}
\left|\mathbf p_2-\tfrac12\mathbf p\right|^2
=p_2^2-\mathbf p\cdot\mathbf p_2+\tfrac14p^2=\tfrac14p^2 .
\end{equation}
The tip of $\mathbf p_2$ lies on a sphere whose diameter is $\mathbf p$. A slow secondary corresponds to a point close to the start of that diameter, where the sphere nearly coincides with its tangent plane. That plane is perpendicular to $\mathbf p$.

\section{What the force does}

\textbf{Q:} Conservation laws tell me what must happen. What does the force do to make it happen?

\textbf{A:} Take a distant, weak encounter. To first order in the force, the primary moves on a straight line and the target stays put. Let the primary be at $x=vt$ and pass at distance $b$, so that $r=\sqrt{b^2+v^2t^2}$. For a repulsive central force of strength $F(r)$, the momentum given to the target is
\begin{align}
p_{2\parallel}^{(1)}&=-\int_{-\infty}^{\infty}F(r)\,\frac{vt}{r}\,dt=0,\\
p_{2\perp}^{(1)}&=\int_{-\infty}^{\infty}F(r)\,\frac br\,dt>0 .
\end{align}
The first integrand is odd in time. The target is pushed forward while the primary approaches and backward while it recedes, and the two pushes cancel. The sideways push has the same sign throughout and adds up.

The forward momentum first appears at second order, in agreement with the full kinematics:
\begin{equation}
p_{2\parallel}=p_2\cos\theta=p\,\frac WE,\qquad
p_{2\perp}=p_2\sin\theta=p\sqrt{\frac WE\left(1-\frac WE\right)} .
\end{equation}

A numerical trajectory shows the two orders. I set the electron mass and primary speed to 1, and used the potential $g\,e^{-r^2}$ with $g=0.001$ and $b=1$. The target received $1.303\times10^{-3}$ of the primary's momentum sideways and $1.699\times10^{-6}$ forward. Doubling $g$ multiplied these by 1.999 and 3.996.

\textbf{Q:} Does the angle depend on the force law?

\textbf{A:} Not at given $W$ and $E$, because the derivation used only the conservation laws. The force law decides how often each $W$ occurs. In the same units, a screened repulsion $0.3\,e^{-r}/r$ with $b=1.5$ gave $W/E=0.019949$. The potential $0.2\,e^{-r^2}$ with $b=0.5$ gave $W/E=0.137164$. In both tests $\cos^2\theta$, read from the final velocity, agreed with $W/E$ to all the digits quoted.

\section{A 5 keV example}

\textbf{Q:} What does this give for a 5 keV beam and a 100 eV secondary?

\textbf{A:} The energy ratio is $100/5000=0.020$, so
\begin{equation}
\cos\theta=\sqrt{0.020}=0.141,\qquad \theta=81.9^\circ,\qquad
\delta=8.1^\circ .
\end{equation}
The secondary carries $2\%$ of the primary's momentum forward and $14\%$ sideways. With $E$ held at 5 keV, a 500 eV secondary leaves at $71.6^\circ$ and a 10 eV secondary at $87.4^\circ$, as long as the target really is free and at rest.

\textbf{Q:} How much does that matter for blur?

\textbf{A:} Consider one straight flight of length $\ell=1$ nm, a rough value chosen to show the geometry. The secondary moves $\ell\cos\theta=0.14$ nm forward and $\ell\sin\theta=0.99$ nm away from the primary's line.

For isotropic emission, the mean of $\sin^2\theta$ over all directions is
\begin{equation}
\langle\sin^2\theta\rangle=\frac12\int_0^\pi\sin^3\theta\,d\theta=\frac23 ,
\end{equation}
so the root-mean-square (rms) sideways distance is $\ell\sqrt{2/3}=0.82$ nm. At the same flight length, the binary rule therefore gives a first sideways step $0.990/0.816=1.21$ times as large. This ratio does not carry over to the total blur, which also depends on later scattering, energy loss and the resist chemistry.

\section{Electrons in a real resist}

\textbf{Q:} My resist electrons are bound. Does that spoil the right angle?

\textbf{A:} Start with a limited correction. Suppose an energy $B$ is spent on freeing the electron, while the two electrons still share all the momentum. The outgoing primary then has energy $E-W-B$. Squaring $\mathbf p_1=\mathbf p-\mathbf p_2$ and dividing by $2m$ gives
\begin{equation}
E-W-B=E+W-2\sqrt{EW}\cos\theta ,
\end{equation}
where $pp_2/2m=\sqrt{EW}$ was used. Solving for the cosine,
\begin{equation}
\cos\theta=\frac{2W+B}{2\sqrt{EW}}
=\sqrt{\frac WE}\left(1+\frac{B}{2W}\right).
\end{equation}
For $B\ll W$ the free-electron rule returns. At fixed $E$ and $B$, however, the angle no longer tends to $90^\circ$ as $W$ falls. Setting the derivative to zero,
\begin{equation}
\frac{d\cos\theta}{dW}=\frac1{\sqrt E}
\left(\frac1{2\sqrt W}-\frac{B}{4W^{3/2}}\right)=0
\quad\Rightarrow\quad W=\frac B2,
\end{equation}
where $\cos\theta=\sqrt{2B/E}$ is smallest. With a rough $B=10$ eV, the angle closest to perpendicular is $86.4^\circ$, at $W=5$ eV. For the 100 eV secondary, binding changes the angle from $81.9^\circ$ to $81.5^\circ$.

\textbf{Q:} That is a small change. Is there a larger one?

\textbf{A:} Yes, the target's own motion. Drop the binding again and let a free target have initial momentum $\mathbf k$ and kinetic energy $U=k^2/2m$. The conservation laws become
\begin{equation}
\mathbf p_1=\mathbf p+\mathbf k-\mathbf p_2,\qquad
p_1^2=p^2+k^2-p_2^2 .
\end{equation}
Square the first and equate it to the second. The terms $p^2+k^2$ cancel, leaving
\begin{equation}
2p_2^2+2\mathbf p\cdot\mathbf k-2\mathbf p\cdot\mathbf p_2
-2\mathbf k\cdot\mathbf p_2=0 .
\end{equation}
Divide by $2p$ and solve for the forward component:
\begin{equation}
p_{2\parallel}=k_\parallel+\frac{\mathbf p_2\cdot(\mathbf p_2-\mathbf k)}{p} .
\end{equation}
For a very fast primary the last term is small, and the target keeps nearly the forward momentum it already had. ``Sideways'' describes the momentum it receives. Its final direction is sideways only if its old forward momentum is small compared with $p_2$.

For isotropic $\mathbf k$, the mean of $k_\parallel$ is zero and the mean of $k_\parallel^2$ is $k^2/3$. At fixed $W$, the leading spread of the cosine is therefore
\begin{equation}
\Delta(\cos\theta)\approx\frac{k}{\sqrt3\,p_2}=\sqrt{\frac{U}{3W}} .
\label{eq:spread}
\end{equation}

\textbf{Q:} How large is it in my example?

\textbf{A:} Take $U=10$ eV first, a low value chosen for illustration. For $W=100$ eV, equation (\ref{eq:spread}) gives $\sqrt{10/300}=0.183$, which is larger than the cosine of 0.141 that we set out to predict. I also sampled 100\,000 collisions at this fixed $W$, with isotropic target momenta and equal weights. The spread was 0.181, and the central $68\%$ of the angles ran from about $70^\circ$ to $95^\circ$. Weighting each collision by the Coulomb factor $1/q^4$, with $q$ the momentum transfer, changes the spread only to 0.177. Emission is still broadly sideways, but more than a quarter of the electrons leave slightly backward. Valence electrons in compounds of carbon, hydrogen and oxygen typically have mean kinetic energies of a few tens of eV. Hartree--Fock values run from about 28 eV in methane and 35 eV in benzene to about 50--60 eV in methanol, formaldehyde and water, so 30 eV is at the low end. With $U=30$ eV, equation (\ref{eq:spread}) gives 0.32 (0.29 with Coulomb weights), so the preference for sideways emission is weaker still.

The estimate should not be carried down to $W=10$ eV. There $W=U$, so a free target would gain no energy at all. The same sampling gives a spread of 0.576, but this is essentially the spread of the isotropic motion the targets already had, not the result of an ionization. When $W$ is comparable with $U$, binding and motion have to be treated together.

There are thus two conditions. Emission close to perpendicular requires $U\ll W\ll E$. To see the shortfall $\delta$ in individual angles, the spread must also be smaller than the cosine itself:
\begin{equation}
\sqrt{\frac{U}{3W}}\ll\sqrt{\frac WE}
\quad\Longleftrightarrow\quad W\gg\sqrt{\frac{UE}{3}} .
\end{equation}
For $U=10$ eV the right-hand side is $\sqrt{10\times5000/3}\approx130$ eV; for $U=30$ eV it is about 220 eV.

\textbf{Q:} Can the rest of the atom or solid take up momentum too?

\textbf{A:} It can, and then the binary rule does not fix the angle. To free a bound electron, the primary must lose $W+B$. Its momentum changes least when it is not deflected, so the smallest momentum transfer $q_{\min}$ satisfies
\begin{equation}
\frac{q_{\min}}{p_2}=\frac{\sqrt E-\sqrt{E-W-B}}{\sqrt W} .
\end{equation}
This is 0.078 for $W=100$ eV and 0.045 for $W=10$ eV. Energy conservation therefore allows collisions in which the primary supplies less than a tenth of the secondary's final momentum. The ion must balance the rest. These ratios are lower bounds and do not say how often such collisions occur. A secondary released by the decay of a plasmon, a collective oscillation of the electrons, also falls outside the binary model.

\textbf{Q:} Do I need relativity?

\textbf{A:} Hardly at 5 keV. For kinetic energy $T$, the relativistic momentum obeys $p^2c^2=T^2+2Tmc^2$. With the target again free and at rest, the momentum triangle gives
\begin{align}
2pp_2c^2\cos\theta&=p^2c^2+p_2^2c^2-p_1^2c^2\nonumber\\
&=E^2+W^2-(E-W)^2+2mc^2\left[E+W-(E-W)\right]\nonumber\\
&=2W(E+2mc^2).
\end{align}
Divide by 2, square, and insert $p^2c^2=E(E+2mc^2)$ and $p_2^2c^2=W(W+2mc^2)$:
\begin{equation}
\cos^2\theta=\frac{W(E+2mc^2)}{E(W+2mc^2)} .
\end{equation}
When both energies are far below $2mc^2$, this reduces to equation (\ref{eq:rule}). For $W=100$ eV, relativity raises $\cos^2\theta$ by $0.5\%$ at 5 keV and by $9.8\%$ at 100 keV, relative to the nonrelativistic value. Even at 100 keV the angle moves only from $88.2^\circ$ to $88.1^\circ$.

\textbf{Q:} So how should I use the rule for an actual exposure?

\textbf{A:} A 5 keV beam represents low-voltage exposure; many electron-beam writers work at tens of keV up to about 100 keV. A binding energy of 10 eV is a rough magnitude for the outermost valence electrons. The same value for the target's kinetic energy is low, since a few tens of eV is more typical, so the example understates the effect of target motion. The 100 eV secondary is more energetic than typical secondaries, many of which have a few eV to a few tens of eV. For those, $W$ is no longer large compared with $U$ and $B$, so the target's motion and binding cannot be treated as small corrections. The single angle of $87^\circ$ at $W=10$ eV is then not a reliable prediction, and the simple estimates given here do not supply the true distribution. In extreme-ultraviolet exposure the photon energy is about 92 eV, so the photoelectron that starts the cascade has less energy than that. The window $U,B\ll W\ll E$ then has almost no room.

For your simulation, the binary angle is a reasonable starting direction when $W$ is well above both $B$ and $U$ and the collision is a hard one between two electrons. It is then only the approximate centre of a spread of directions. For $U=30$ eV and a 5 keV beam, the moving-target model with Coulomb weights gives an rms spread of about $17^\circ$ at $W=100$ eV, $10^\circ$ at 300 eV and $6^\circ$ at 1 keV. The shortfall $\delta$ shows in individual angles only for $W\gg\sqrt{UE/3}$. The condition $W\ll E$ is needed for emission near $90^\circ$, not for the rule itself. For secondaries of a few eV, a sharp cone near $90^\circ$ reflects the assumption of a stationary free target and should not be read as a property of the resist. The numerical output lists the angles for other secondary energies.

\section*{Computed values}
\begin{verbatim}
Trajectories: force, W/E, cos^2(theta), angle between electrons (deg)
  Yukawa   0.608752 0.608752 90.0000
  Yukawa   0.019949 0.019949 90.0000
  Gaussian 0.137164 0.137164 90.0000
  Gaussian 0.027753 0.027753 90.0000
Weak push, target momentum / primary momentum:
  sideways 1.303e-03, forward 1.699e-06
  force doubled: sideways x 1.999, forward x 3.996
Primary energy E = 5000 eV; main secondary W = 100 eV
Rough binding B = 10 eV; rough target kinetic U = 10 eV
W (eV), W/E, cos(theta), theta (deg), 90-theta (deg), forward p/p0, sideways p/p0
       5 0.0010 0.0316 88.19 1.81 0.0010 0.0316
      10 0.0020 0.0447 87.44 2.56 0.0020 0.0447
      50 0.0100 0.1000 84.26 5.74 0.0100 0.0995
     100 0.0200 0.1414 81.87 8.13 0.0200 0.1400
     500 0.1000 0.3162 71.57 18.43 0.1000 0.3000
    2500 0.5000 0.7071 45.00 45.00 0.5000 0.5000
First flight (rough) = 1.0 nm
  forward 0.141 nm, sideways 0.990 nm
  isotropic emission, rms sideways 0.816 nm; ratio 1.212
With binding 10 eV: W (eV), cos(theta), theta (deg)
      5 0.0632 86.37
     10 0.0671 86.15
    100 0.1485 81.46
  closest to 90 deg at W = 5.00 eV: 86.37 deg
Moving target, U = 10 eV: W (eV), mean cos, spread of cos, sqrt(U/3W), central 68% of theta (deg)
     10 0.028 0.576 0.577 45.4 to 130.9
    100 0.137 0.181 0.183 69.6 to 94.5
Relativity, W = 100 eV: E (eV), theta nonrel. (deg), theta rel. (deg), ratio of cos^2
     5000 81.870 81.850 1.0048
   100000 88.188 88.101 1.0977
Least momentum transfer / secondary momentum, bound target:
  W = 10 eV: 0.0448
  W = 100 eV: 0.0782
\end{verbatim}
